# Torque-correlation damping of a ferromagnet and its Brillouin-zone grid

In a ferromagnetic metal with spin-orbit coupling, a moving magnetization can pass energy to the conduction electrons. This problem derives the loss from the band structure in a torque-correlation description, finds how it depends on the electron lifetime, and determines how finely the Brillouin zone must be sampled.

**Setting.** The electrons of a square lattice with constant $a$ obey

$$H=H_{\rm orb}+H_{\rm so}+J(1-\mathbf m\cdot\boldsymbol\sigma),\qquad \mathbf m=(\sin\beta,0,\cos\beta).$$

Here $H_{\rm orb}$ contains hopping and impurities and does not act on spin. The unit vector $\mathbf m$ is the axis of the exchange field, and $2J$ is the exchange splitting. A static applied field holds the magnetization at the polar angle $\beta$, about which it moves slightly; the direct action of that field on the electron spins is neglected. Spin operators are dimensionless, $S_i=\sigma_i/2$. Energies are measured from the Fermi energy, and the temperature is zero.

The worked model has two orbitals, $xz$ and $yz$, with

$$\varepsilon_{xz}=-2t_1\cos k_xa-2t_2\cos k_ya,\qquad \varepsilon_{yz}=-2t_2\cos k_xa-2t_1\cos k_ya,$$

and the hybridization $-4t_3\sin k_xa\,\sin k_ya$. Pauli matrices $\tau_i$ act on the orbital pair. In this pair $L_z=\tau_y$, while $L_x$ and $L_y$ have no matrix elements, so $H_{\rm so}=\xi\,\mathbf L\cdot\mathbf S=(\xi/2)\tau_y\sigma_z$.

## (a) Friction from slow driving

*Let the angle oscillate as $\beta+u_0\cos\omega t$. Find the friction coefficient $\eta$ per cell, defined by a dissipated power $\eta\dot\beta^2$.*

**Solution.** To first order the perturbation is $D\,u_0\cos\omega t$ with $D=\partial H/\partial\beta$. Let $|a\rangle,|b\rangle$ be eigenstates of the full Hamiltonian, impurities included. The part of the cosine that causes absorption has amplitude $u_0/2$. Absorption from $a$ to $b$ minus the reverse emission carries the occupation factor $f_a(1-f_b)-f_b(1-f_a)=f_a-f_b$. The golden rule then gives, for $N_c$ cells,

$$P=\frac1{N_c}\sum_{ab}\hbar\omega\,\frac{2\pi}{\hbar}\frac{u_0^2}{4}|D_{ba}|^2(f_a-f_b)\,\delta(\varepsilon_b-\varepsilon_a-\hbar\omega).$$

For slow motion $f_a-f_b\to\hbar\omega\,(-f'(\varepsilon_a))$, and at zero temperature $-f'(\varepsilon)=\delta(\varepsilon)$. Hence

$$P=\frac{\pi}{2}\hbar\omega^2u_0^2\,\frac1{N_c}\sum_{ab}|D_{ba}|^2\delta(\varepsilon_a)\delta(\varepsilon_b).$$

The time average of $\eta\dot\beta^2$ is $\eta\omega^2u_0^2/2$. Comparison gives

$$\eta=\frac{\pi\hbar}{N_c}\sum_{ab}|D_{ba}|^2\,\delta(\varepsilon_a)\,\delta(\varepsilon_b).$$

The system must be large enough for its level spacing to be far below $\hbar\omega$ before $\omega$ is made small. In a test, a set of closely spaced levels was propagated in real time through a weak, slow pulse. The energy gained was 1.0018 times the value that this friction law predicts.

## (b) From friction to Gilbert damping

*Relate $\eta$ to the damping constant $\alpha$ of the Landau-Lifshitz-Gilbert equation.*

**Solution.** Let $\mathbf e$ be the direction of the magnetic moment, which lies along the axis of $\mathbf m$, so that $|\dot{\mathbf e}|=|\dot{\mathbf m}|$. The equation is

$$\dot{\mathbf e}=-\gamma\,\mathbf e\times\mathbf B+\alpha\,\mathbf e\times\dot{\mathbf e}.$$

Take the cross product with $\mathbf e$ from the left. Because $\mathbf e\cdot\dot{\mathbf e}=0$, one has $\mathbf e\times(\mathbf e\times\dot{\mathbf e})=-\dot{\mathbf e}$, and

$$\mathbf e\times\dot{\mathbf e}=-\gamma\left[\mathbf e(\mathbf e\cdot\mathbf B)-\mathbf B\right]-\alpha\dot{\mathbf e}.$$

The scalar product with $\dot{\mathbf e}$ removes the left side and the first term in the bracket, leaving $\mathbf B\cdot\dot{\mathbf e}=\alpha\dot{\mathbf e}^2/\gamma$. Here $\mathbf B=-M^{-1}\partial E/\partial\mathbf e$ is the effective field derived from the energy per cell $E(\mathbf e)$, which contains the static applied field and any anisotropy. The lost power $-\dot E$ is therefore

$$M\,\mathbf B\cdot\dot{\mathbf e}=\alpha\frac{M}{\gamma}\dot{\mathbf e}^2=\alpha\frac{m_s\hbar}{g}\dot{\mathbf e}^2,$$

where $M=m_s\mu_B$ and $\gamma=g\mu_B/\hbar$. For polar motion $\dot{\mathbf e}^2=\dot\beta^2$, and therefore $\alpha=g\eta/(m_s\hbar)$.

This $\alpha$ belongs to polar motion. Damping can depend on the direction of motion, as the next part shows.

## (c) The torque operator

*Show that between states of equal energy $D$ may be replaced by an operator containing only the spin-orbit coupling. Interpret its diagonal elements.*

**Solution.** Changing $\beta$ rotates the exchange term $H_{\rm xc}$ about $y$:

$$D=-i[S_y,H_{\rm xc}].$$

The sign follows from $-i[S_y,\sigma_z]=\sigma_x$, which turns $z$ towards $x$. Since $H_{\rm orb}$ commutes with $S_y$, we may insert $H_{\rm xc}=H-H_{\rm orb}-H_{\rm so}$:

$$D=-i[S_y,H]+T,\qquad T=i[S_y,H_{\rm so}].$$

The first term has the matrix elements $-i(\varepsilon_b-\varepsilon_a)(S_y)_{ab}$. They vanish at equal energies, which the two delta functions in (a) enforce. There $D$ can be replaced by $T$. In the model

$$T=\frac{i\xi}{4}\tau_y[\sigma_y,\sigma_z]=-\frac{\xi}{2}\tau_y\sigma_x .$$

For a nondegenerate Bloch state $n$, the Hellmann-Feynman theorem gives $T_{nn}=D_{nn}=\partial\varepsilon_n/\partial\beta$. The diagonal torque is the rate at which a band energy moves when the magnetization turns. Where this rate varies over the Fermi surface, the surface changes shape, and the occupations lag behind. Finite differences of the band energies confirm this identity.

A rotation about the surface normal has the torque $i[S_z,H_{\rm so}]=0$. Azimuthal motion is therefore undamped in this model. If the magnetization is tilted from the normal by much more than the precession angle, half of the mean $\dot{\mathbf e}^2$ in circular precession is polar, so the mean damping is $\alpha/2$. For magnetization along the normal the two transverse directions are equivalent, and this halving does not apply.

## (d) Finite lifetime

*Give each Bloch state a Lorentzian spectral function of half width $\Gamma=\hbar/(2\tau)$. Find the overlap of two such functions and the resulting $\alpha$ when $\Gamma$ is small.*

**Solution.** The sum in (a), with $D$ replaced by $T$, is the trace ${\rm Tr}[T\delta(H)T\delta(H)]$. It must be averaged over impurities. The approximation made here replaces the average of the product by the product of averages, which omits vertex corrections. It also takes the averaged $\delta(\varepsilon-H)$ to be diagonal in the Bloch states, with elements

$$A_n(\varepsilon)=\frac1\pi\frac{\Gamma}{(\varepsilon-\varepsilon_n)^2+\Gamma^2}.$$

With (b) this gives the torque-correlation formula

$$\alpha=\frac{\pi g}{m_s}\sum_{nm}\int\!\frac{a^2d^2k}{(2\pi)^2}\,|T_{nm}|^2A_n(0)A_m(0).$$

The Fourier transform of a centred Lorentzian is $e^{-\Gamma|s|}$. The overlap of two Lorentzians is their convolution, with transform $e^{-2\Gamma|s|}$, so it is a Lorentzian of half width $2\Gamma=\hbar/\tau$ in the separation $\Delta=\varepsilon_n-\varepsilon_m$:

$$\int A_nA_m\,d\varepsilon=\frac1\pi\frac{\hbar/\tau}{\Delta^2+(\hbar/\tau)^2}=\frac{\tau}{\pi\hbar}\,\frac{1}{1+(\Delta\tau/\hbar)^2}.$$

For $n=m$ this is $\tau/(\pi\hbar)$. For $|\Delta|\gg\hbar/\tau$ it is $\hbar/(\pi\tau\Delta^2)$.

In $\alpha$ the energy is fixed and $\mathbf k$ varies, but crossing a Fermi line sweeps $\varepsilon_n$ through zero in the same way. For small $\Gamma$:

- The intraband product $A_n(0)^2$ acts as $\delta(\varepsilon_n)/(2\pi\Gamma)$, because its integral over $\varepsilon_n$ is $1/(2\pi\Gamma)$.
- On Fermi line $n$, the interband product becomes $\delta(\varepsilon_n)\,\Gamma/(\pi\Delta^2)$. The ordered pairs $(n,m)$ and $(m,n)$ both contribute, which gives a factor 2. Away from the Fermi lines the product is of order $\Gamma^2$.

Define

$$F_0=\sum_n\int\!\frac{a^2d^2k}{(2\pi)^2}\delta(\varepsilon_n)|T_{nn}|^2,\qquad F_2=\sum_n\int\!\frac{a^2d^2k}{(2\pi)^2}\delta(\varepsilon_n)\sum_{m\ne n}\frac{|T_{nm}|^2}{(\varepsilon_n-\varepsilon_m)^2}.$$

Then, to leading order in each part,

$$\alpha=\frac{\pi g}{m_s}\left[\frac{F_0}{2\pi\Gamma}+\frac{2\Gamma F_2}{\pi}\right]=\frac g{m_s}\left[F_0\frac{\tau}{\hbar}+F_2\frac{\hbar}{\tau}\right].$$

The intraband part grows with $\tau$ because the lagging occupations have longer to depart from equilibrium. One caution applies to $F_0$: an energy shift common to all states commutes with $H$ and dissipates nothing, yet it would contribute to $F_0$. This is an artefact of omitting vertex corrections. The interband part needs broadening to bridge a gap. The result requires $\Gamma$ to be well below the gaps on the Fermi lines. The density of states and the torque elements must also vary little over several $\Gamma$ around the Fermi energy, so no band edge may lie that close. If coupled bands touch there, $F_2$ can diverge and the $1/\tau$ law is lost.

**The choice of torque now matters.** Broadened states at different energies overlap, so $D$ and $T$ no longer give the same answer. The case $\xi=0$ decides between them there. With impurities that do not act on spin, the eigenstates are products of an orbital and a spin state. The operator $D$ then flips the spin and leaves the orbital unchanged, so it connects levels separated by $2J$. Slow driving cannot excite them, and the damping is zero. The operator $T$ respects this, since it vanishes with $\xi$. Using $D$ with the bare spectral functions does not: $|D_{nm}|=J$ and a gap $2J$ give $F_2=\mathcal N/4$, with $\mathcal N$ the density of states at the Fermi energy, and hence a false damping $g\Gamma\mathcal N/(2m_s)$. This argument does not show that $T$ without vertex corrections is accurate at finite $\xi$. Nor is $T$ unique once the states are broadened. Rotations that differ by a turn about $\mathbf m$ move the magnetization in the same way but give different torques. Azimuthal motion, undamped by (c), acquires $\alpha=1.6\times10^{-5}$ at the minimum of the worked case (h) if it is generated by a rotation about the axis perpendicular to $\mathbf m$ instead of the surface normal.

## (e) Is there a minimum?

*Find the minimum of the small-broadening law. Then use the full overlap for a single gap to determine when a minimum exists.*

**Solution.** Setting the derivative with respect to $\Gamma$ to zero gives $-F_0/(2\Gamma^2)+2F_2=0$. Thus

$$\Gamma_{\min}=\frac12\sqrt{\frac{F_0}{F_2}},\qquad \alpha_{\min}=\frac{2g}{m_s}\sqrt{F_0F_2}.$$

At this point the two parts are equal. The result can be trusted only if $\Gamma_{\min}$ itself meets the conditions of (d): it must lie well below the gap, and no band edge may lie within several $\Gamma_{\min}$ of the Fermi energy.

For one gap $\Delta>0$, let $r$ be the ratio of interband to intraband weight $|T_{nm}|^2/|T_{nn}|^2$, and let $x=\Delta\tau/\hbar$. Assume two parallel bands a distance $\Delta$ apart, with equal $|T_{nn}|^2$ and a constant density of states over a range much wider than $\Gamma$ and $\Delta$. The $\mathbf k$ integral then becomes the energy overlap of (d). The two intraband terms each give $|T_{nn}|^2\tau/(\pi\hbar)$, and the two ordered interband pairs each give $|T_{nm}|^2\tau/[\pi\hbar(1+x^2)]$. Hence $\alpha$ is proportional to

$$h(x)=x+\frac{r\,x}{1+x^2},\qquad h'(x)=1+r\frac{1-x^2}{(1+x^2)^2}.$$

With $y=x^2$, the condition $h'=0$ reads $(1+y)^2+r(1-y)=0$, or

$$y^2-(r-2)y+(1+r)=0,\qquad y_\pm=\frac{r-2\pm\sqrt{r(r-8)}}{2},$$

because $(r-2)^2-4(1+r)=r^2-8r$. For $0<r<8$ there is no real root, and $\alpha$ rises steadily with $\tau$. At $r=8$ the roots merge at $y=3$, a point of zero slope without a turn. For $r>8$ both roots are positive. Since $h'(0)=1+r>0$, the smaller root is a maximum and the larger one a minimum.

For $r\gg8$, $y_-\to1$ and $y_+\approx r-3$. The maximum lies near $\Gamma=\Delta/2$, where the $1/\tau$ law has already failed. The minimum lies near $\Gamma=\Delta/(2\sqrt r)$, in agreement with the small-broadening law.

If $F_0=0$ and $F_2$ is finite, the term growing with $\tau$ is absent, $\alpha$ falls towards zero as $\Gamma\to0$, and the small-broadening law has no minimum. The model has $F_0=0$ for magnetization along the normal: there $\sigma_z$ is conserved and $T\propto\sigma_x$ flips it, so $T_{nn}=0$. The calculated $F_0$ vanishes to numerical accuracy. The interband term that remains is itself an artefact in this case. With impurities that do not act on spin and only majority states at the Fermi energy, $T$ connects them only to minority levels far above, so the argument of (d) gives zero damping. The formula instead gives $F_2=2.0\times10^{-4}$ eV$^{-1}$ and $\alpha=3.1\times10^{-5}$ at $\Gamma=0.0388$ eV for the parameters of (h), because a constant $\Gamma$ lends the minority bands a tail at the Fermi energy.

## (f) The limit of strong exchange

*Let $J$ be much larger than the other energies, with majority-spin electrons alone at the Fermi energy. Find $\Gamma_{\min}$ when the orbital splitting there is much larger than $\xi$.*

**Solution.** Projection on spin along $\mathbf m$ replaces $\sigma_z$ by $\cos\beta$ and $\sigma_x$ by $\sin\beta$. Put $\kappa=(\xi/2)\cos\beta$ and $s=(\xi/2)\sin\beta$. The orbital Hamiltonian has a mean energy $\bar\varepsilon$ and a part of size $w$ in the $\tau_x,\tau_z$ plane, to which $\kappa\tau_y$ is added. Therefore

$$\varepsilon_\pm=\bar\varepsilon\pm W,\qquad W=\sqrt{w^2+\kappa^2},\qquad T\to-s\,\tau_y .$$

In the eigenstates $\langle\tau_y\rangle_\pm=\pm\kappa/W$. Because $\tau_y^2=1$, the squared off-diagonal element is $1-\kappa^2/W^2=w^2/W^2$. So

$$|T_{nn}|^2=\frac{s^2\kappa^2}{W^2},\qquad |T_{+-}|^2=\frac{s^2w^2}{W^2},\qquad \frac{|T_{+-}|^2}{(2W)^2}=\frac{s^2w^2}{4W^4}.$$

The integrand of $F_0$ divided by that of $F_2$ is $4\kappa^2W^2/w^2$, which tends to $4\kappa^2$ for $w\gg\xi$. This is the same at every point of the Fermi lines, so $F_0=4\kappa^2F_2$ and

$$\Gamma_{\min}=|\kappa|=\frac{\xi}{2}|\cos\beta| ,$$

whatever the shape of the Fermi lines, for $s$ and $\kappa$ nonzero. Inserting $\sqrt{F_2}=\sqrt{F_0}/(2|\kappa|)$ in $\alpha_{\min}$ gives

$$\alpha_{\min}=\frac{g}{m_s}\frac{F_0}{|\kappa|}\simeq\frac g{m_s}\,s^2|\kappa|\,\mathcal N\left\langle\frac1{w^2}\right\rangle\propto\xi^3\sin^2\beta\,|\cos\beta|,$$

where the average is over the Fermi lines, weighted by the density of states. With very strong exchange, the Fermi-surface integrals give $\Gamma_{\min}=0.03545$ eV for $\xi=0.10$ eV and $\beta=45^\circ$. The formula gives 0.03536 eV.

## (g) The grid needed against broadening

*A uniform grid has $N$ points per direction. Find the spacing that keeps the intraband error on a linear band below one per cent, and turn it into a rule for $N$.*

**Solution.** Along one grid line let $\varepsilon=\hbar v(k-k_F)$ with $v>0$. Neighbouring points differ in energy by $h=\hbar v\,\delta k$. Let $c$ be the offset of the grid from the Fermi point in energy. Poisson summation states

$$h\sum_j f(jh+c)=\sum_l\hat f\!\left(\frac{2\pi l}{h}\right)e^{2\pi ilc/h},\qquad \hat f(s)=\int f(\varepsilon)e^{-is\varepsilon}d\varepsilon .$$

The term $l=0$ is the exact integral, and the others are the grid error. For the squared Lorentzian, $\hat f$ is the convolution of $e^{-\Gamma|s|}$ with itself, divided by $2\pi$. For $s>0$ the interval between $0$ and $s$ contributes $s\,e^{-\Gamma s}$, and the two outer regions together contribute $e^{-\Gamma s}/\Gamma$. Hence

$$\hat f(s)=\frac{1}{2\pi\Gamma}(1+\Gamma|s|)e^{-\Gamma|s|}.$$

With $q=2\pi\Gamma/h$, the error relative to the exact integral is

$$2\sum_{l\ge1}(1+lq)e^{-lq}\cos\frac{2\pi lc}{h},$$

whose leading term is at most $2(1+q)e^{-q}$ in size. Setting this to 0.01 gives $q=7.43$, so that

$$\hbar v\,\delta k\le\frac{2\pi}{7.43}\Gamma=0.846\,\Gamma .$$

Since $\delta k=2\pi/(Na)$, the rule is

$$N\ge 7.43\,\frac{\hbar v_{\max}}{a\,\Gamma},$$

with $v_{\max}$ the largest velocity component along a grid axis on the Fermi surface. The number of points in $d$ dimensions grows as $\Gamma^{-d}$. For a gap much larger than $\Gamma$, the interband integrand near a Fermi line is a single Lorentzian, with leading error $2e^{-q}$. That is about 0.1 per cent at the same $q$, so the intraband part sets the grid.

The derivation holds for a straight band on one line. In two or three dimensions it is a guide, and convergence should still be checked.

## (h) A worked case

*Take $t_1=0.5$, $t_2=0.1$, $t_3=0.15$, $2J=3.0$ and $\xi=0.1$ eV, with $\beta=45^\circ$ and $g=2$. Find the minimum and the grid that the rule of (g) gives for it.*

**Solution.** These are round model parameters. The spin moment is $m_s=1.000$, and the two majority bands are 0.957 to 0.996 eV apart on the Fermi lines. Integration along these lines gives $F_0=4.822\times10^{-6}$ eV and $F_2=7.973\times10^{-4}$ eV$^{-1}$. By (e),

$$\Gamma_{\min}=\frac12\sqrt{\frac{4.822\times10^{-6}}{7.973\times10^{-4}}}\ {\rm eV}=0.0389\ {\rm eV},$$

$$\alpha_{\min}=4\sqrt{4.822\times10^{-6}\times7.973\times10^{-4}}=2.48\times10^{-4}.$$

A sum over the zone with the full spectral functions, on a $600\times600$ grid, has its minimum at 0.0388 eV with $\alpha=2.49\times10^{-4}$. The corresponding lifetime is $\tau=8.5$ fs, and the mean damping of circular motion is $1.24\times10^{-4}$. The conditions of (e) for trusting the law are met: $\Gamma_{\min}$ is about 4 per cent of the gap, and the nearest band edge lies 1.16 eV from the Fermi energy. The same-spin weight ratio is 136, far above 8, although the single-gap criterion assumes equal $|T_{nn}|^2$ in the two bands, which does not hold here.

The caution of (d) applies to these numbers. Averaged over the Fermi lines with the density of states as weight, $T_{nn}$ is $-9.3\times10^{-4}$ eV rather than zero. This common shift supplies about 9 per cent of $F_0$ but should not dissipate. Subtracting it from $T_{nn}$ would lower $\Gamma_{\min}$ to 0.0370 eV and $\alpha_{\min}$ to $2.36\times10^{-4}$. The values quoted in this part keep it, as the torque-correlation formula does. Likewise, about 13 per cent of $F_2$ comes from transitions to the minority bands, the kind of term that gives the false damping for magnetization along the normal in (e); it is kept as well.

The strong-exchange formula gives 0.0354 eV, about 9 per cent below the minimum found here. It omits the minority bands, which are not infinitely far away. About half of the difference is due to the common shift, which is negligible at very strong exchange.

The zone sums show both laws and their limits. From $\Gamma=0.02$ to 0.04 eV the intraband part falls from $2.41\times10^{-4}$ to $1.21\times10^{-4}$, while the interband part rises from $0.64\times10^{-4}$ to $1.28\times10^{-4}$. At 0.32 eV the interband part is $8.45\times10^{-4}$, whereas sixteen times its value at 0.02 eV would be $10.2\times10^{-4}$. It peaks near 0.63 eV. The single-gap estimate $\Delta/2$ is about 0.49 eV; that estimate assumes one gap and a constant density of states, neither of which holds in the model, and the cause of the difference is not analysed here.

The false damping of (d) is large. With $\mathcal N=0.528$ eV$^{-1}$ and $\Gamma=0.0388$ eV the estimate is $2\times0.0388\times0.528/2=0.0205$. The full sum with $D$ at $\xi=0$ gives 0.0210, about 85 times the minimum damping, where the true value is zero.

For the grid, $\hbar v_{\max}/a=0.979$ eV, so at the minimum the rule asks for

$$N\ge\frac{7.43\times0.979}{0.0388}\approx187,$$

or about 35,000 points. A scan in steps of four found the $N$ from which all larger grids scanned kept the intraband part within one per cent of the $600\times600$ value:

| $\Gamma$ (eV) | $N$ from rule | $N$ from scan |
|---|---|---|
| 0.04 | 182 | 120 |
| 0.08 | 91 | 56 |
| 0.16 | 45 | 36 |

The rule is on the safe side here: at or above its $N$ the error stays below 0.1 per cent for grids up to $N=195$. The scanned values depend somewhat on the grids chosen. At $\Gamma=0.08$ eV, other values of $N$ and zone-centred grids still exceed one per cent slightly up to $N=62$. The scanned grids with about a quarter to a third of the rule's $N$ ($N=44$ to 60) show errors of up to 20 per cent at $\Gamma=0.04$ eV.

At $\Gamma=0.001$ eV the rule asks for $N\approx7300$, or $5\times10^7$ points in two dimensions. For such clean metals it is better to evaluate $F_0$ and $F_2$ directly on the Fermi surface, where no Lorentzian has to be resolved. The numerical output lists the remaining values.

## Values computed for the example and the checks

```
hoppings t1, t2, t3: 0.5, 0.1, 0.15 eV
exchange splitting 2J: 3.0 eV; spin-orbit xi: 0.1 eV
polar angle: 45 deg; g factor: 2
friction, propagated/golden rule: 1.0018
spin moment per cell: 1.000 Bohr magnetons
density of states at Fermi energy: 0.5277 per eV per cell
gap of majority bands on Fermi lines: 0.957 to 0.996 eV
F0: 4.8221e-06 eV
F2: 7.9730e-04 per eV
same-spin interband/intraband weight ratio: 136.0
zone sum/law at Gamma=0.02 eV: intraband 1.0006, interband 1.0025
zone sums on 600 x 600 grid; alpha is dimensionless:
 Gamma 0.02 eV, tau  16.46 fs: intra 2.413e-04, inter 6.395e-05, sum 3.052e-04
 Gamma 0.04 eV, tau   8.23 fs: intra 1.209e-04, inter 1.279e-04, sum 2.488e-04
 Gamma 0.08 eV, tau   4.11 fs: intra 6.100e-05, inter 2.544e-04, sum 3.154e-04
 Gamma 0.16 eV, tau   2.06 fs: intra 3.197e-05, inter 4.911e-04, sum 5.231e-04
 Gamma 0.32 eV, tau   1.03 fs: intra 1.979e-05, inter 8.450e-04, sum 8.648e-04
minimum by two-power law: Gamma 0.0389 eV, alpha 2.480e-04
minimum by zone sum: Gamma 0.0388 eV, alpha 2.487e-04
tau at zone-sum minimum: 8.48 fs
circular-motion mean damping at minimum: 1.243e-04
interband maximum: Gamma 0.63 eV, alpha 1.061e-03
strong exchange, xi=0.10 eV, 45 deg: Gamma_min 0.03545 eV, (xi/2)cos(beta) 0.03536 eV
strong exchange, xi=0.05 eV, 60 deg: Gamma_min 0.01250 eV, (xi/2)cos(beta) 0.01250 eV
exchange torque, xi=0, Gamma=0.0388 eV: false alpha 2.102e-02
x for 1 percent grid error: 7.430
largest energy step hbar*v*dk: 0.846 Gamma
largest hbar*v_x/a on Fermi lines: 0.979 eV
 Gamma 0.04 eV: rule N 182, scan N 120, worst error at N/4 to N/3: 20.2 percent
 Gamma 0.08 eV: rule N 91, scan N 56, worst error at N/4 to N/3: 15.2 percent
 Gamma 0.16 eV: rule N 45, scan N 36, worst error at N/4 to N/3: 12.3 percent
rule N at the minimum: 187 per direction
rule N at Gamma=0.001 eV: 7274 per direction
```
